Spurious zone-boundary states of a gridded two-band Hamiltonian and their cure

**The exercise**

A thin semiconductor film with a narrow gap is described along its thickness x by two envelope components, u and v. In atomic units (ħ = 1) the Hamiltonian is

H = Δσz + P k σy, k = −i d/dx.

Here Δ > 0 is half the gap, P is the coupling between the bands, and energy is measured from midgap. The grid points are x = ja, and t = P/a is the energy scale of the grid.

(a) Replace the derivative by a central difference, find the bands, and identify every state at the conduction-band edge.

(b) What do the extra states do to the electron density passed to Poisson's equation?

(c) Add the Wilson term, which for a Bloch wave of phase θ = ka per site is rt(1 − cos θ)σz with r > 0. Where do the extra states go, and how large must r be for the conduction band to rise all the way to the zone boundary?

(d) What does the Wilson term do to the band-edge mass, and how can that be repaired?

(e) Cut the grid to N points with r = 1. Which walls result, and what is the lowest electron level?

Use a gap of 0.36 eV, P = 7.5 eV Å, a = 5 Å and N = 24.

**Hints**

1. Since σy and σz anticommute, the square of Aσz + Bσy is A² + B².

2. For (b), see what happens to the central-difference equations when ψ_j is replaced by (−1)^j σz ψ_j.

3. For (c), write E² as a polynomial in c = cos θ. Its derivative is linear in c, so its sign need be examined at the two ends alone.

4. For (d), expand E² to order k². The coupling that enters the grid equations is a parameter you may choose.

5. For (e), use s = u + v and d = u − v.

**Solution**

*(a) Central differences*

With σy = [[0, −i], [i, 0]], the product kσy has −d/dx at upper right and +d/dx at lower left. The continuum equations are therefore real:

E u = Δu − P v′
E v = P u′ − Δv.

Squaring H gives E² = Δ² + P²k². Near the conduction edge E ≈ Δ + P²k²/(2Δ), so the band-edge mass is m* = Δ/P².

The central difference replaces f′ by (f_{j+1} − f_{j−1})/(2a). On a wave exp(ijθ) this gives i sin θ/a, so k becomes sin θ/a and

E² = Δ² + t² sin²θ.

The sine vanishes at θ = 0, as it should, and also at θ = π. The state (u, v)_j = (−1)^j (1, 0) has equal values at j + 1 and j − 1, so its central difference is zero and its energy is +Δ. Its partner (−1)^j (0, 1) lies at −Δ. The conduction edge thus holds two states on a periodic grid with an even number of points: the uniform one and the alternating one.

Refining the grid does not help. It moves the zone boundary π/a to larger k, but the energy there stays at Δ.

*(b) Two copies of the spectrum*

Let U multiply ψ_j by (−1)^j σz. A term linking neighbouring sites gains a factor −1 from the alternating sign and another from σzσyσz = −σy, so it is unchanged. Terms on one site that are diagonal in u and v are unchanged too. Hence, on a cut grid or a ring with an even number of points, U commutes with the central-difference Hamiltonian for any potential V(x) and any Δ(x).

The grid therefore splits into two independent staggered grids: one holds u on even sites and v on odd sites, the other the reverse.

This symmetry alone does not force a degeneracy, but on a ring a smooth potential nearly does. If ψ is built from small θ, then Uψ has the same energy and is built from θ near π, so it is a different state. As an example, take a ring of 60 points with a potential of amplitude 0.05 eV and one period around the ring. Diagonalization gives two lowest conduction levels that agree to rounding error. With the Wilson term at r = 1, the two lowest levels are 0.075 eV apart.

On a cut grid this argument fails. The two staggered grids see different walls (Variation 1), so there are still two families of levels, but they need not coincide. For a film of 122.5 Å in a field of 0.2 MV/cm, with the potential zero at the film's centre, the two lowest central-difference electron levels are 0.149 and 0.229 eV for N = 400, and 0.144 and 0.252 eV for N = 401.

The density of one spin on this k line is

n = ∫ dk/(2π) f(E),

with f the Fermi function and the integral taken over the conduction band. For a Fermi level 0.20 eV above midgap at 300 K, numerical integration of the continuum band gives n = 3.614 × 10⁻³ Å⁻¹. The central-difference band gives 2.004 times as much. The factor 2 counts the two valleys. The small excess arises because sin(ka)/a grows more slowly than k, which packs the states more densely in energy.

This doubling holds for the bulk band at a fixed potential and Fermi level. In a cut film the levels are also displaced by the wrong walls, and the factor is not 2. Take L = 122.5 Å, no field, 300 K and in-plane motion E² = E_n² + P²k∥². For even and odd N alike, the central-difference sheet density is then about 4.7 times that of the film of part (e) for a Fermi level at 0.20 eV, and about 2.8 times for one at 0.29 eV. In a self-consistent Schrödinger–Poisson loop the potential would respond to the false charge, and the final density would generally not be twice the right one.

*(c) The Wilson term*

On the grid the term reads

rt σz [ψ_j − (ψ_{j+1} + ψ_{j−1})/2].

For a smooth function it is close to −(rPa/2)σz ψ″, so it vanishes in proportion to a. For a Bloch wave it adds to the coefficient of σz:

E² = t² sin²θ + [Δ + rt(1 − cos θ)]².

At θ = π the energy is Δ + 2rt. For r = 1 this is 0.18 + 2 × 1.5 = 3.18 eV. The number of grid states has not changed; the alternating state has been moved out of the energy range of interest.

With c = cos θ and δ = Δ/t,

E²/t² = 1 − c² + [δ + r(1 − c)]².

As θ runs from 0 to π, c falls from 1 to −1, so a rising band needs a negative derivative with respect to c. The derivative is

−2c − 2r[δ + r(1 − c)] = −2g(c), g(c) = (1 − r²)c + r² + rδ.

A linear function is positive between two points if it is positive at both. At c = 1, g = 1 + rδ, which is positive. At c = −1, g = 2r² + rδ − 1, which may vanish there, since the slope then vanishes at the zone boundary alone. The condition is

r ≥ r_c = [−δ + √(δ² + 8)]/4.

For δ = 0.18/1.5 = 0.12 this gives r_c = 0.678. As a → 0, δ → 0 and r_c → 1/√2.

A smaller positive r still clears a window. For r < 1, E² is a concave function of c, so an energy between Δ and Δ + 2rt is met once for 0 < θ < π. If r < r_c, a second crossing appears above Δ + 2rt.

At r = 1 the terms in c² cancel:

E² = Δ² + 2t(t + Δ)(1 − c) = Δ² + 4t(t + Δ) sin²(θ/2).

A given energy then fixes a single value of cos θ, so no second solution exists, not even a decaying one.

*(d) The mass error and its repair*

For small θ, sin²θ ≈ θ² and 1 − cos θ ≈ θ²/2. The square of the σz coefficient is Δ² + rtΔθ² to this order. Inserting θ = ka and t = P/a,

E² ≈ Δ² + (P² + rPaΔ)k².

The inverse mass is too large by the factor 1 + raΔ/P. With r = 1 this is 1 + 5 × 0.18/7.5 = 1.12, and the mass falls from 0.0244 to 0.0218 free-electron masses. The density of part (b) becomes 0.945 of its continuum value. This is close to 1/√1.12, because to order k² the wavevector at a given energy is inversely proportional to the effective coupling. The Wilson term has cured the doubling but left an error of first order in a.

To repair it, put a different coupling Q into both grid terms, chosen so that the k² coefficient is right:

Q² + rQaΔ = P²
Q = −raΔ/2 + √[P² + (raΔ/2)²].

Here raΔ/2 = 0.45 eV Å and Q = 7.063 eV Å. At r = 1, with τ = Q/a, the choice of Q means τ(τ + Δ) = P²/a², and therefore

E² = Δ² + (4P²/a²) sin²(ka/2).

Expanding both sines shows the gain:

central differences: E² − Δ² = P²k²(1 − k²a²/3 + …)
corrected Wilson grid: E² − Δ² = P²k²(1 − k²a²/12 + …).

The leading error is four times smaller than that of central differences on the same grid. At k = 0.03 Å⁻¹ the errors of E² are −3.79 × 10⁻⁴ and −0.95 × 10⁻⁴ eV². The density ratio is now 1.0005, and the top of the band, Δ + 2τ, lies at 3.01 eV.

*(e) The film*

At r = 1 the grid equations are

E u_j = (Δ + t)u_j − (t/2)(u_{j+1} + v_{j+1}) − (t/2)(u_{j−1} − v_{j−1})
E v_j = −(Δ + t)v_j + (t/2)(u_{j+1} + v_{j+1}) − (t/2)(u_{j−1} − v_{j−1}).

Their sum and difference are

E s_j = (Δ + t)d_j − t d_{j−1}
E d_j = (Δ + t)s_j − t s_{j+1}.

Removing the sites j = 0 and j = N + 1 therefore imposes one condition at each end, d_0 = 0 and s_{N+1} = 0. A first-order equation for two components needs just this many.

These are physical walls. Suppose the half gap outside is M > |E|. On the right the wave decays as exp(−κx) with Pκ = √(M² − E²). The first continuum equation gives E u = M u + Pκ v, hence

v/u = −√[(M − E)/(M + E)] → −1 as M → ∞,

which is s = 0. On the left κ changes sign and v/u → +1, which is d = 0. The cut grid thus represents an infinite gap of the same sign as the film's own.

To find the levels, multiply the second equation by E and eliminate s:

E² d_j = [(Δ + t)² + t²]d_j − t(Δ + t)(d_{j+1} + d_{j−1}).

With d_0 = 0 the solution is d_j = sin(jθ), with the E² found above. The right wall, s_{N+1} = 0, requires (Δ + t)d_{N+1} = t d_N, or

(Δ + t) sin[(N + 1)θ] = t sin(Nθ).

Place d_j at ja and s_j at (j − ½)a. The walls are then at 0 and L = (N + ½)a = 122.5 Å (12.25 nm). Writing the two angles as kL ± θ/2 and expanding the sines gives

Δ sin(kL) cos(θ/2) + (2t + Δ) cos(kL) sin(θ/2) = 0
tan(kL) = −[(2t + Δ)/Δ] tan(ka/2).

As a → 0 this becomes

tan(kL) = −Pk/Δ.

At finite a with the original coupling, (2t + Δ)(ka/2) = (P + aΔ/2)k, a first-order error. With the corrected coupling, 2τ + Δ = √(4P²/a² + Δ²), which differs from 2P/a by a relative amount of order a². The repair made for the bulk mass therefore also makes the walls accurate to second order.

The lowest root has kL between π/2 and π. It approaches π in a thick film, ΔL/P ≫ 1, as for a parabolic band between hard walls. In a thin film it approaches π/2, and E → πP/(2L). Here ΔL/P = 2.94. Solving numerically gives k = 0.01998 Å⁻¹, so Pk = 0.1498 eV and

E = √(0.18² + 0.1498²) = 0.2342 eV.

Diagonalizing the grid with N = 24 gives 0.2388 eV with the original coupling and 0.2341 eV with the corrected one. When N goes from 100 to 200 at fixed L, the errors fall as a to the power 0.99 and 2.00 respectively.

A gate field adds the electron energy V = F(x − L/2). To keep second order, V must be sampled where each component lives: V_s at (j − ½)a and V_d at ja. In terms of u and v this is the site matrix

(V_s + V_d)/2 + σx (V_s − V_d)/2.

The reason is that expanding d_j and d_{j−1} about their midpoint, the position of s_j, gives

(Δ + τ)d_j − τd_{j−1} = Δd + (Q + aΔ/2)d′ + O(a²),

and Q + aΔ/2 = P + O(a²). The equation for d_j works in the same way.

For F = 0.2 MV/cm the drop across the film is 0.245 eV. Integrating the continuum equations numerically puts the level at 0.2174 eV; the corrected grid with N = 24 gives 0.2173 eV. At fixed thickness the field lowers the level by 0.017 eV relative to midgap at the film's centre.

*The model beside a real channel*

The parameters are rough values in the regime of an InAs thin-body transistor. The zone-boundary energies near 3 eV say nothing about InAs, because a two-band model does not hold at k = π/a.

Of the omissions estimated here, the heavy-hole band changes the film gap most at fixed temperature. The model confines holes by 0.054 eV, whereas a heavy mass of about 0.4 free-electron masses would give about 0.006 eV, so the zero-field film gap of 0.468 eV is too wide by about 0.05 eV. Cooling matters as much: if the bulk gap widens by roughly 0.06 eV, the two-band film gap grows by 0.052 eV at fixed P and L, or by 0.056 eV if the hole level follows a heavy-hole edge.

The free-electron kinetic term, left out of H, is 0.0015 eV for a bulk wave of this k. That is not its effect on the cut grid, where the wave does not vanish at the walls: added to the corrected grid as a second difference, it raises the electron level by 0.006 eV at N = 24 and by 0.020 eV at N = 100. An insulator gap of 6 eV, centred on the film's midgap and with the same P, lowers the level by 0.0016 eV. Other kinds of wall shift the level more. With a parabolic barrier band at 3 eV, matched by continuity of u and u′/m, the electron level shifts by +0.006 eV for a barrier mass of 0.1 and by −0.011 eV for a mass of 0.5. For this wall the height V and the barrier mass m_b enter through √[(V − E)/m_b], so the height counts as much as the mass: at mass 0.1 the shift runs from −0.002 eV for V = 1.5 eV to +0.012 eV for V = 6 eV. Walls that force u = 0 would raise the level by 0.029 eV.

The field was prescribed, but a working channel carries charge. A uniformly spread sheet density n_s = 10¹² cm⁻² with relative permittivity 15 bends the bands by e²n_sL/(8ε) ≈ 0.018 eV if both faces are held at fixed potentials, which, measured from the walls, raises the level by 0.014 eV, about as much as the field lowers it. The same charge spread like the lowest subband raises it by 0.017 eV. The charge changes the field across the film by e n_s/ε = 0.12 MV/cm, more than half the prescribed field; with a single gate and no field at the back face, the uniform charge would produce a drop of 0.074 eV. If the in-plane motion obeys E² = E₁² + P²k∥², with E₁ the zero-field level, the Fermi level lies 0.066 eV above the subband edge at zero temperature. At 300 K, with the higher subbands included, it lies 0.059 eV above the edge. This exceeds the thermal energy of 0.026 eV, so Fermi statistics are needed.

For interband tunnelling in a bulk crystal at the same field, the two-band decay constant gives a factor exp[−πΔ²/(PF)] = exp(−6.8) ≈ 10⁻³. This field is several times the breakdown field usually quoted for bulk InAs (about 0.04 MV/cm), so the example applies to a thin layer, where the drop stays below the gap. Inside the film, with the drop of 0.245 eV included, the model's lowest electron and highest hole levels are still 0.435 eV apart, so they have not crossed. A heavy hole of mass 0.4 between hard walls shifts much more in the field and would reduce this separation to about 0.35 eV.

**Variation 1: the same film without a Wilson term**

*Cut the central-difference grid to N points, with L = (N + 1)a. Does the lowest electron level converge as N grows?*

Both components now vanish at both ends, twice as many conditions as the continuum equations can bear. The matrix that replaces Pk has eigenvectors i^j sin(jφ), with φ = nπ/(N + 1) and n = 1, …, N. Acting on one of them, it gives

(−it/2)[i^{j+1} sin((j + 1)φ) − i^{j−1} sin((j − 1)φ)] = t cos φ · i^j sin(jφ),

and therefore E² = Δ² + t² cos²[nπ/(N + 1)].

If N is odd, n = (N + 1)/2 makes the cosine vanish and the lowest level is Δ. If N is even, the smallest cosine is sin[π/(2(N + 1))], and for large N

E → √[Δ² + (πP/2L)²].

For L = 122.5 Å the levels are 0.2041 eV at N = 400 and 0.1800 eV at N = 401. Neither approaches the 0.2342 eV of the film between infinite gaps. The even and odd sequences each converge, but to different boundary problems. For odd N, one staggered grid has v = 0 at both walls and admits a constant u. For even N, each staggered grid has u = 0 at one wall and v = 0 at the other.

**Variation 2: a Wilson term of the wrong sign**

*Repeat part (e) with r = −1. What appears in the gap?*

The coefficient of σz at the zone boundary is Δ − 2t, which is negative on a fine grid. The sum and difference equations become

E s_j = (Δ − t)d_j + t d_{j+1}
E d_j = (Δ − t)s_j + t s_{j−1}.

The cut now imposes s = 0 on the left and d = 0 on the right, the walls of an infinite gap of opposite sign.

In the continuum E d = Δs − P s′. Trying s = sinh(κx), which vanishes on the left, and setting d(L) = 0 gives

tanh(κL) = Pκ/Δ, E² = Δ² − P²κ².

At small κ the left side has slope L and the right side P/Δ. Since the hyperbolic tangent bends downwards, a nonzero root exists if ΔL/P > 1. Then E = Δ/cosh(κL), and in a thick film E ≈ 2Δ exp(−ΔL/P).

For the present film the level is at 0.0193 eV, far inside the gap, with a partner at −0.0193 eV. Diagonalizing a grid of 200 points, with Q recomputed for r = −1, gives the same value. Refining the grid does not remove this state, because it is a true solution for the wrong walls. At r = ±1 the cut imposes the walls of an infinite gap whose sign is that of r. For other r the levels approach those of the same walls only as a → 0: with r = 0.05 and N = 24 the lowest level is about 0.22 eV instead of 0.234 eV. So r must have the sign of the gap outside the film. For a film with Δ > 0 between ordinary insulators this means r > 0. For an inverted film, Δ < 0 between ordinary insulators, r must still be positive. A state in the gap then appears if |Δ|L/P > 1, and it is a true solution of this two-band model for those walls.
